**Dirac pair creation in a constant electric field: mode number, pair rate and vacuum decay**

In units \(\hbar=c=1\), the mean pair number per momentum and spin mode is \(N=\exp[-\pi(m^2+p_\perp^2)/eE]\), and the mean pair rate per volume is \(R=(eE)^2/(4\pi^3)\,\exp(-\pi m^2/eE)\). Here \(m\) is the electron mass, \(p_\perp\) the momentum transverse to the field and \(eE\) the force on an electron. The program evolves the four-component Dirac equation for four parameter sets and asserts that both spin channels agree with \(N\) to a relative tolerance of 0.2%. It also asserts that the contour-integral solution of the two-level equations agrees with direct numerical integration and has the predicted norm. Smooth pulses of two durations give \(R\), the vacuum decay rate and the mean squared transverse momentum, each asserted to 0.2%. At \(eE=m^2\) the simulated and analytic pair rates are both \(3.484\times10^{-4}m^4\), while the vacuum decay rate is 1.1% larger. The output also converts the results to SI units and shows that a tenfold weaker field lowers the pair rate by a factor of \(5.3\times10^{-15}\).

## Check in Python

```python
"""
Pair creation from the Dirac vacuum in a constant electric field.

Result under test (hbar = c = 1):
  pairs per momentum and spin mode  N = exp(-pi (m^2 + p_perp^2) / eE)
  mean pairs per volume and time    R = (eE)^2/(4 pi^3) exp(-pi m^2/eE)
  vacuum decay rate  G = (eE)^2/(4 pi^3) sum_n exp(-n pi m^2/eE)/n^2
Symbols: m electron mass, p_perp momentum transverse to the field,
force = eE, eps = sqrt(m^2 + p_perp^2), k canonical momentum along
the force. The kinetic momentum along the force is k + eE t.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

PI = np.pi
# Fourth-order commutator-free Magnus integrator: weights and nodes
BIG = 0.25 + np.sqrt(3) / 6
SMALL = 0.25 - np.sqrt(3) / 6
NODE_1 = 0.5 - np.sqrt(3) / 6
NODE_2 = 0.5 + np.sqrt(3) / 6


def mode_number(mass, p_perp, force):
    return np.exp(-PI * (mass**2 + p_perp**2) / force)


def pair_rate(mass, force):
    return force**2 / (4 * PI**3) * np.exp(-PI * mass**2 / force)


def decay_rate(mass, force):
    n = np.arange(1, 200)
    series = np.sum(np.exp(-n * PI * mass**2 / force) / n**2)
    return force**2 / (4 * PI**3) * series


# ---- Dirac matrices in the standard representation ----
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
ax, ay, az = (np.kron(sx, s) for s in (sx, sy, sz))
beta = np.kron(sz, np.eye(2))
one = np.eye(4)


def dirac_pair_numbers(mass, p_perp, force, angle=0.7):
    """Evolve all four components; return both spin-channel numbers."""
    direction = np.cos(angle) * ax + np.sin(angle) * ay
    transverse = p_perp * direction + mass * beta
    eps = np.hypot(mass, p_perp)
    spin = 1j * az @ direction @ beta
    assert np.allclose(spin, spin.conj().T)
    assert np.allclose(spin @ spin, one)
    assert abs(np.trace(spin)) < 1e-12
    for matrix in (az, transverse):
        assert np.allclose(spin @ matrix, matrix @ spin)
    assert np.allclose(az @ transverse, -transverse @ az)

    t_end = 60 / np.sqrt(force)
    steps = 12000
    h = 2 * t_end / steps
    evolution = one.astype(complex)
    for j in range(steps):
        start = -t_end + j * h
        q1 = force * (start + NODE_1 * h)
        q2 = force * (start + NODE_2 * h)
        for c1, c2 in ((BIG, SMALL), (SMALL, BIG)):
            q = h * (c1 * q1 + c2 * q2)
            d = h / 2
            r = np.sqrt(q * q + (d * eps)**2)
            generator = q * az + d * transverse
            evolution = (np.cos(r) * evolution
                         - 1j * np.sin(r) / r * (generator @ evolution))
    energy = np.hypot(force * t_end, eps)
    h_in = -force * t_end * az + transverse
    h_out = force * t_end * az + transverse
    sea_in = (one - h_in / energy) / 2
    upper_out = (one + h_out / energy) / 2
    created = sea_in @ evolution.conj().T @ upper_out @ evolution @ sea_in
    return np.linalg.eigvalsh((created + created.conj().T) / 2)[-2:]


cases = [(1.0, 0.0, 1.0), (1.0, 0.5, 1.0), (1.0, 1.0, 1.0),
         (1.2, 0.4, 2.0)]
dirac_results = []
for case in cases:
    channels = dirac_pair_numbers(*case)
    # Finite start and end times leave a relative error near 2e-4
    assert np.allclose(channels, mode_number(*case), rtol=2e-3, atol=0)
    dirac_results.append(channels)


# ---- Contour integral against direct integration of the equations ----
def contour_amplitudes(t, v, eps):
    """Amplitudes (w, u) from a straight contour passing below zero."""
    nu = eps**2 / (2 * v)
    x = np.linspace(-40, 40, 8001)
    omega = -0.5j + x * np.exp(1j * PI / 4)
    d_omega = (x[1] - x[0]) * np.exp(1j * PI / 4)
    kernel = np.exp(-1j * nu * np.log(omega)
                    + 1j * omega**2 / (4 * v) + 1j * omega * t)
    g = np.sum(kernel / omega) * d_omega
    g_prime = 1j * np.sum(kernel) * d_omega
    phase = np.exp(0.5j * v * t**2)
    return np.array([1j / eps * phase * g_prime, phase * g])


v_test, eps_test, t_test = 1.0, 0.8, 5.0
early = contour_amplitudes(-t_test, v_test, eps_test)
late = contour_amplitudes(t_test, v_test, eps_test)


def two_level(t, y):
    return -1j * np.array([v_test * t * y[0] + eps_test * y[1],
                           eps_test * y[0] - v_test * t * y[1]])


direct = solve_ivp(two_level, (-t_test, t_test), early, method="DOP853",
                   rtol=1e-10, atol=1e-12).y[:, -1]
contour_error = np.max(np.abs(direct - late))
contour_norm = np.sum(np.abs(early)**2)
norm_formula = 4 * PI * v_test / eps_test**2
assert contour_error < 1e-5
assert abs(contour_norm / norm_formula - 1) < 1e-6


# ---- Smooth pulses of finite duration: rates from their definition ----
def log_cosh(x):
    return np.logaddexp(x, -x) - np.log(2)


def pulse_numbers(k, eps, force, duration, tau=1.0, h=0.02):
    """Final upper-level occupation for a smooth flat-top pulse."""
    def kinetic(t):
        rise = log_cosh((t + duration / 2) / tau)
        fall = log_cosh((t - duration / 2) / tau)
        return k + force * tau / 2 * (rise - fall)

    t_end = duration / 2 + 10 * tau
    steps = int(round(2 * t_end / h))
    h = 2 * t_end / steps
    q = kinetic(-t_end)
    energy = np.hypot(q, eps)
    norm = np.sqrt(2 * energy * (energy + q))
    w = (-eps / norm).astype(complex)
    u = ((energy + q) / norm).astype(complex)
    for j in range(steps):
        start = -t_end + j * h
        q1 = kinetic(start + NODE_1 * h)
        q2 = kinetic(start + NODE_2 * h)
        for c1, c2 in ((BIG, SMALL), (SMALL, BIG)):
            q = h * (c1 * q1 + c2 * q2)
            d = h * eps / 2
            r = np.sqrt(q * q + d * d)
            c, s = np.cos(r), -1j * np.sin(r) / r
            w, u = c * w + s * (q * w + d * u), c * u + s * (d * w - q * u)
    q = kinetic(t_end)
    energy = np.hypot(q, eps)
    norm = np.sqrt(2 * energy * (energy + q))
    return np.abs(((energy + q) * w + eps * u) / norm)**2


mass, force = 1.0, 1.0
p_max = 2.5
nodes, weights = np.polynomial.legendre.leggauss(12)
p_nodes = p_max * (nodes + 1) / 2
area_weights = 2 * PI * p_nodes * weights * p_max / 2
eps_nodes = np.hypot(mass, p_nodes)[:, None]
durations = (8.0, 16.0)
dk = 0.1
densities, decay_exponents = [], []
for duration in durations:
    k_edge = force * duration / 2 + 5
    k_grid = np.linspace(-k_edge, k_edge, int(round(2 * k_edge / dk)) + 1)
    numbers = pulse_numbers(k_grid[None, :], eps_nodes, force, duration)
    factor = 2 / (2 * PI)**3 * dk
    densities.append(factor * np.sum(area_weights @ numbers))
    decay_exponents.append(
        -factor * np.sum(area_weights @ np.log1p(-numbers)))

middle = numbers[:, len(k_grid) // 2]
outside = max(numbers[:, 0].max(), numbers[:, -1].max())
assert np.allclose(middle, mode_number(mass, p_nodes, force),
                   rtol=1e-2, atol=1e-6)
assert outside < 1e-6
mean_p2 = (area_weights @ (p_nodes**2 * middle)) / (area_weights @ middle)
assert abs(mean_p2 / (force / PI) - 1) < 2e-3

extra_time = durations[1] - durations[0]
rate_sim = (densities[1] - densities[0]) / extra_time
decay_sim = (decay_exponents[1] - decay_exponents[0]) / extra_time
rate_formula = pair_rate(mass, force)
decay_formula = decay_rate(mass, force)
assert abs(rate_sim / rate_formula - 1) < 2e-3
assert abs(decay_sim / decay_formula - 1) < 2e-3
# The two rates must be distinguishable at this accuracy
assert decay_sim / rate_sim > 1.005

# ---- Conversion to SI ----
me, c, hbar, e = const.m_e, const.c, const.hbar, const.e
critical_field = me**2 * c**3 / (e * hbar)
rate_unit = (me * c / hbar)**3 * (me * c**2 / hbar)
weak = 0.1

print("Full Dirac evolution, both spin channels, against N")
for (m_i, p_i, f_i), channels in zip(cases, dirac_results):
    print(f" m={m_i:.1f} p_perp={p_i:.1f} eE={f_i:.1f} (natural units):")
    print(f"  evolved {channels[0]:.6f}, {channels[1]:.6f};"
          f" formula {mode_number(m_i, p_i, f_i):.6f}")
print("Contour solution with v=1, eps=0.8, from t=-5 to t=5")
print(f" largest amplitude difference from direct: {contour_error:.1e}")
print(f" norm from contour: {contour_norm:.6f}")
print(f" norm 4 pi v/eps^2: {norm_formula:.6f}")
print("Smooth pulses, eE = m^2, switching time 1/m")
for duration, density in zip(durations, densities):
    print(f" duration {duration:.0f}/m: pair density {density:.6e} m^3")
print(f" largest N in modes 5 m outside swept range: {outside:.1e}")
print(f" mean p_perp^2 simulated: {mean_p2:.5f} m^2")
print(f" mean p_perp^2 = eE/pi:   {force / PI:.5f} m^2")
print(f" pair rate simulated: {rate_sim:.6e} m^4")
print(f" pair rate formula:   {rate_formula:.6e} m^4")
print(f" vacuum decay rate simulated: {decay_sim:.6e} m^4")
print(f" vacuum decay rate formula:   {decay_formula:.6e} m^4")
print(f" decay rate / pair rate, formula: "
      f"{decay_formula / rate_formula:.5f}")
print("Conversion and comparison of two fields")
print(f" field with eE = m^2: {critical_field:.4e} V/m")
print(f" rate unit m^4: {rate_unit:.4e} per m^3 per s")
print(f" pair rate at eE = m^2: "
      f"{rate_formula * rate_unit:.4e} per m^3 per s")
print(f" field with eE = 0.1 m^2: {weak * critical_field:.4e} V/m")
print(f" N at eE = 0.1 m^2, p_perp=0: {mode_number(1, 0, weak):.4e}")
print(f" pair rate at eE = 0.1 m^2: {pair_rate(1, weak):.4e} m^4")
print(f" the same in SI: "
      f"{pair_rate(1, weak) * rate_unit:.4e} per m^3 per s")
print(f" rate ratio, weak to strong field: "
      f"{pair_rate(1, weak) / rate_formula:.4e}")
print("verified")
```

Printed output:

```
Full Dirac evolution, both spin channels, against N
 m=1.0 p_perp=0.0 eE=1.0 (natural units):
  evolved 0.043213, 0.043213; formula 0.043214
 m=1.0 p_perp=0.5 eE=1.0 (natural units):
  evolved 0.019703, 0.019703; formula 0.019703
 m=1.0 p_perp=1.0 eE=1.0 (natural units):
  evolved 0.001867, 0.001867; formula 0.001867
 m=1.2 p_perp=0.4 eE=2.0 (natural units):
  evolved 0.081002, 0.081002; formula 0.081003
Contour solution with v=1, eps=0.8, from t=-5 to t=5
 largest amplitude difference from direct: 4.3e-10
 norm from contour: 19.634954
 norm 4 pi v/eps^2: 19.634954
Smooth pulses, eE = m^2, switching time 1/m
 duration 8/m: pair density 2.492323e-03 m^3
 duration 16/m: pair density 5.279753e-03 m^3
 largest N in modes 5 m outside swept range: 7.3e-17
 mean p_perp^2 simulated: 0.31831 m^2
 mean p_perp^2 = eE/pi:   0.31831 m^2
 pair rate simulated: 3.484287e-04 m^4
 pair rate formula:   3.484288e-04 m^4
 vacuum decay rate simulated: 3.522671e-04 m^4
 vacuum decay rate formula:   3.522671e-04 m^4
 decay rate / pair rate, formula: 1.01102
Conversion and comparison of two fields
 field with eE = m^2: 1.3233e+18 V/m
 rate unit m^4: 1.3482e+58 per m^3 per s
 pair rate at eE = m^2: 4.6975e+54 per m^3 per s
 field with eE = 0.1 m^2: 1.3233e+17 V/m
 N at eE = 0.1 m^2, p_perp=0: 2.2711e-14
 pair rate at eE = 0.1 m^2: 1.8312e-18 m^4
 the same in SI: 2.4688e+40 per m^3 per s
 rate ratio, weak to strong field: 5.2555e-15
verified
```
